# Why the low-energy inelastic mean free path follows no universal curve

An electron of energy $E$ above the Fermi level loses energy by lifting a second electron out of an occupied state. The result is two electrons in empty states and one hole. If the squared matrix element is replaced by an average $M^2$, the golden rule gives the rate

$$W(E)=\frac{2\pi}{\hbar}M^2 g(E),$$

where $g$ contains three densities of states (DOS), one for each final particle, integrated over two independent energies. Its dimension is therefore (DOS)$^3\times$(energy)$^2$. If the DOS is a constant $\rho_0$ near the Fermi level, the only energy available is $E$ itself, and $g\propto\rho_0^3E^2$. With a nearly constant velocity $v$, the inelastic mean free path $\lambda=v/W$ then varies as $E^{-2}$.

A gap $E_g$ supplies a second energy. Dimensions now allow

$$g=\rho_0^3E^2\,f(E_g/E)$$

with any function $f$, so the inverse-square law has lost its justification. The idea that one low-energy curve serves all solids fails here, as a specific case shows.

## Counter-example: a gap of 6 eV

The temperature is zero. Phonons, excitons, elastic scattering and exchange are left out. Momentum conservation is also dropped for now (the random-k approximation), and spin and double-counting factors are absorbed in $M^2$.

Let the two final electrons have energies $E_1,E_2>0$, and let the second electron start at $-h$. Energy conservation reads $E-h=E_1+E_2$, so $h=E-E_1-E_2$ and

$$g(E)=\int\!\!\int dE_1\,dE_2\;\rho(E_1)\,\rho(E_2)\,\rho(-h),\qquad E_1,E_2,h>0 .$$

**Metal with constant DOS.** The allowed region is the triangle $E_1,E_2>0$, $E_1+E_2<E$, of area $E^2/2$. Hence $g=\rho_0^3E^2/2$ and

$$\lambda=\frac{v}{W}=\frac{\hbar v}{\pi M^2\rho_0^3E^2}\equiv\frac{K}{E^2}.$$

**Insulator.** Measure $E$ from the conduction-band minimum. The valence band starts at $-E_g$, so the hole needs $h>E_g$. With the same constant $\rho_0$ in both bands, the triangle shrinks to $E_1+E_2<E-E_g$, and

$$\lambda=\frac{K}{(E-E_g)^2}\quad(E>E_g),\qquad \lambda=\infty\quad(E\le E_g).$$

The infinity refers to this loss channel; phonons still scatter the electron.

Give both solids the same $v$, $M^2$ and $\rho_0$, and thus the same $K=97.9$ nm eV², a value derived below for an electron gas. At $E=8$ eV,

$$\lambda_{\rm metal}=\frac{97.9}{8^2}=1.53\ \text{nm},\qquad \lambda_{\rm gap}=\frac{97.9}{(8-6)^2}=24.5\ \text{nm}.$$

The ratio is 16. At 7 eV the values are 2.00 nm and 97.9 nm, a ratio of 49. No common prefactor repairs this, because the slope differs too. The local exponent is

$$n\equiv-\frac{d\ln\lambda}{d\ln E}=\frac{2E}{E-E_g},$$

which equals $16/2=8$ at 8 eV. It returns to 2 in this model when $E\gg E_g$.

## The general statement

Within the random-k approximation,

$$\boxed{\;\lambda(E)=\frac{\hbar\,v(E)}{2\pi M^2 g(E)}\;}$$

with $g$ fixed by the DOS on both sides of the Fermi level or gap. The law $\lambda\propto E^{-2}$ follows as $E\to0$ if the DOS is continuous and nonzero at the Fermi level, and $v$ and $M^2$ tend to nonzero constants.

*Proof.* The first part is $\lambda=v/W$ with the golden-rule rate. For the second, $E_1$, $E_2$ and $h$ all lie between 0 and $E$. As $E\to0$, each DOS factor tends to $\rho(0)$ by continuity. The triangle has area $E^2/2$, so $g\to\rho(0)^3E^2/2$. $\square$

Outside this limit the energy dependence can differ, as two cases show. The first has a gap, so the conditions fail. In the second they hold, but $E$ is large enough to reach structure in the DOS.

**Parabolic band edges.** Let the conduction DOS be $A\sqrt{E}$ and the valence DOS $B\sqrt{h-E_g}$. Put $x=E-E_g$ and $s=E_1+E_2$. At fixed $s$, the two electrons contribute

$$\int_0^s\sqrt{E_1(s-E_1)}\,dE_1=\frac{\pi s^2}{8},$$

the area of a half-disc of radius $s/2$. The hole lies $t=x-s$ below the valence edge, so

$$g=\frac{\pi A^2B}{8}\int_0^x(x-t)^2\sqrt t\,dt
=\frac{\pi A^2B}{8}\left(\frac23-\frac45+\frac27\right)x^{7/2}
=\frac{2\pi}{105}A^2B\,(E-E_g)^{7/2}.$$

The bracket is $16/105$. Between 2 and 4 eV above threshold, the rate grows by $2^{7/2}=11.3$, against $2^2=4$ for flat bands. The gap alone does not fix the curve; the shape of the DOS enters as well.

**A d-like band in a metal.** Add to the background $\rho_0$ a band of height $r\rho_0$ with $r=1$. Its DOS is a sum of steps. If three steps require $E_1>a$, $E_2>b$ and $h>c$, shifting the variables gives a triangle of area $(E-a-b-c)^2/2$, or zero if $E<a+b+c$.

First let the band be filled, from 2 to 10 eV below the Fermi level. It adds holes with $h>2$ eV, so for $2<E<10$ eV

$$\frac{2g}{\rho_0^3}=E^2+(E-2)^2 .$$

At 8 eV this is $64+36=100$ eV². The rate is $100/64=1.56$ times that of the flat metal, and $\lambda=0.98$ nm. The exponent is $8\,(2\cdot8+2\cdot6)/100=2.24$. Below 2 eV the band adds no final states, so at fixed $M^2$ it has no effect.

Now place the same 8 eV wide band from 5 eV below to 3 eV above the Fermi level. Each electron factor is 2 minus a step at 3 eV, and the hole factor is 2 minus a step at 5 eV. Write $S_a$ for the replacement of $E^2$ by $(E-a)^2$, or by zero if $E<a$. Since $S_aS_b=S_{a+b}$,

$$(2-S_3)^2(2-S_5)=8-8S_3-4S_5+2S_6+4S_8-S_{11}.$$

For $E<3$ eV the rate is 8 times that of the flat metal, one factor of 2 for each final particle. At 8 eV,

$$\frac{2g}{\rho_0^3}=8\cdot64-8\cdot25-4\cdot9+2\cdot4=284\ \text{eV}^2,$$

so the ratio falls to $284/64=4.44$ and $\lambda=0.345$ nm. The exponent is about 0.90: the band offers no states beyond its edges, so the rate grows more slowly than $E^2$. In this model a d band that crosses the Fermi level thus shortens $\lambda$ from the lowest energies, while a filled band below it acts only once $E$ exceeds the depth of its upper edge. These results rest on the constant $M^2$; real d states have different matrix elements and velocities, and they also screen the interaction. In the electron gas treated below, doubling the DOS by doubling the mass at fixed $k_F$ raises the low-energy rate by 2.75, not 8, because the screening grows too. A filled band screens through virtual transitions even below its onset: a background dielectric constant of 2 lengthens $\lambda$ of that gas at 1 eV by 43%.

## The free-electron gas as a special case

The electron gas obeys momentum conservation, so its inverse-square law needs its own derivation. Use atomic units, with Fermi momentum $k_F$, $E_F=k_F^2/2$, and a fast electron of momentum $k$ and energy $E_k=k^2/2=E_F+E$ above the band bottom.

**Rate.** Let $S(q,\omega)$ be the number of electron-hole pairs per volume and energy with momentum $q$ and energy $\omega$:

$$S=2\int\!\frac{d^3p}{(2\pi)^3}\,\delta(\omega-\Delta),\qquad \Delta=\mathbf p\cdot\mathbf q+\frac{q^2}{2},$$

where $|\mathbf p|<k_F<|\mathbf p+\mathbf q|$. With the Coulomb interaction $v_q=4\pi/q^2$ screened by the dielectric function $\varepsilon$, the golden rule gives

$$W=2\pi\int\!\frac{d^3q}{(2\pi)^3}\left|\frac{v_q}{\varepsilon}\right|^2S .$$

In the random-phase (Lindhard) approximation $\varepsilon=1-v_q\chi_0$, where $\chi_0$ is the response of independent electrons. Its imaginary part is $-\pi S$ for $\omega>0$, so $\operatorname{Im}\varepsilon=\pi v_qS$. Thus $2\pi v_q^2S/|\varepsilon|^2=2v_q\operatorname{Im}(-1/\varepsilon)$.

The energy lost is $\omega=kq\cos\theta-q^2/2$, so $d\cos\theta=d\omega/(kq)$ and $d^3q=2\pi q\,dq\,d\omega/k$. Collecting factors, $W=(2/\pi k)\int\!\int d\omega\,(dq/q)\operatorname{Im}(-1/\varepsilon)$. Dividing by the velocity $k$,

$$\frac1\lambda=\frac{1}{\pi E_k}\int_0^{E}\!d\omega\int\frac{dq}{q}\,\operatorname{Im}\frac{-1}{\varepsilon(q,\omega)} .$$

The limit $\omega<E$ keeps the fast electron above the Fermi level, and $|\cos\theta|\le1$ bounds $q$.

**Small energy.** The delta function fixes the component of $\mathbf p$ along $\mathbf q$ at $p_z=\omega/q-q/2$ and contributes $1/q$. The perpendicular component fills a ring between the radii squared $k_F^2-(p_z+q)^2$ and $k_F^2-p_z^2$, whose area is $\pi(2p_zq+q^2)=2\pi\omega$. Hence

$$S=\frac{2}{8\pi^3}\,\frac{2\pi\omega}{q}=\frac{\omega}{2\pi^2q},\qquad \operatorname{Im}\varepsilon=\frac{2\omega}{q^3}.$$

This holds for $\omega/q+q/2<k_F$, a range that tends to $0<q<2k_F$ as $\omega\to0$. To leading order $|\varepsilon|^2$ may be taken at $\omega=0$ and $E_k$ replaced by $E_F$. With $\int_0^E2\omega\,d\omega=E^2$,

$$\lambda E^2\to K=\frac{\pi E_F}{I},\qquad I=\int_0^{2k_F}\frac{dq}{q^4\varepsilon(q,0)^2}.$$

The static response follows by slicing the Fermi sphere into discs of area $\pi(k_F^2-p^2)$:

$$\chi_0(q,0)=-\frac{1}{2\pi^2q}\int_{-k_F}^{k_F}\frac{k_F^2-p^2}{p+q/2}\,dp ,$$

taken as a principal value. Since $(k_F^2-p^2)/(p+a)=(k_F^2-a^2)/(p+a)+a-p$ with $a=q/2$,

$$\varepsilon(q,0)=1+\frac{2}{\pi q^3}\left[qk_F+\left(k_F^2-\frac{q^2}{4}\right)\ln\left|\frac{2k_F+q}{2k_F-q}\right|\right].$$

For $q\to0$ the bracket tends to $2qk_F$, so $q^2\varepsilon\to4k_F/\pi$. The integrand of $I$ stays finite, and screening removes the Coulomb divergence.

**Numbers.** For a density parameter $r_s=2$ bohr, $k_F=0.9596$ bohr$^{-1}$ and $E_F=0.9596^2/2=0.4604$ hartree (12.53 eV). With $I=0.5789$ bohr³, $K=\pi(0.4604)/0.5789=2.50$ bohr hartree², or 97.9 nm eV². At $E=0.002E_F$ the full integral gives $\lambda E^2/K=1.003$.

The law weakens early even here. At 1 eV $\lambda$ is 110 nm, 13% above $K/E^2$. At 8 eV it is 3.37 nm instead of 1.53 nm, a factor of 2.2, and the local exponent is 1.39. The prefactor $E_k/E_F=20.53/12.53=1.64$ supplies part of that factor; the remaining 1.35 comes from the integral. The DOS alone does not account for this: the boxed formula with the gas's own square-root DOS and velocity, and a constant $M^2$ matched to $K$, gives 1.83 nm and an exponent of 1.84 at 8 eV. A test that samples two-body collisions directly gives 3.37 nm at 8 eV, with a standard error of 0.3%. The 8 eV values of the four model solids therefore compare final states at a common $K$; they do not predict real mean free paths.

These energies lie below the plasmon energy of 16.7 eV. That is the value at $q=0$. Plasmon emission must also conserve momentum, which requires a nonzero $q$ and a higher plasmon energy, so it starts at a still larger $E$. There a further loss channel opens, which the low-energy argument does not include.

## Momentum conservation across a gap

Momentum conservation can also move the threshold. Take parabolic bands with both extrema at the same $k$ and masses $m_c$ and $m_v$, without reciprocal-lattice momentum transfer. At fixed total momentum $P$, the kinetic energy of two electrons and a hole is least when all three share one velocity, and is then $P^2/[2(2m_c+m_v)]$. The initial electron has $P^2=2m_cE$, so the process requires

$$E\ge E_g+\frac{m_cE}{2m_c+m_v}
\quad\Longrightarrow\quad
E_{\rm th}=E_g\,\frac{2m_c+m_v}{m_c+m_v}.$$

For $E_g=6$ eV this is 9.0 eV with equal masses and 7.5 eV with $m_v=3m_c$. It tends to $E_g$ for a very heavy hole, which can take up momentum at no cost in energy. With equal masses, the channel that gave 24.5 nm at 8 eV in the random-k model is closed under these assumptions. They are severe for a wide gap. With free-electron masses the initial momentum at 9.0 eV is 1.5 Å⁻¹, about twice the zone edge $\pi/a$ for $a=4$ Å, and allowing a transfer $2\pi/a$ to the lattice lowers the threshold of the same bands to 6.1 eV.

## The zero of energy

Let $E_{\rm kin}$ be a photoelectron's kinetic energy measured from the vacuum level. In a metal with work function $\phi$, $E=E_{\rm kin}+\phi$. Even where $\lambda=K/E^2$ holds,

$$-\frac{d\ln\lambda}{d\ln E_{\rm kin}}=\frac{2E_{\rm kin}}{E_{\rm kin}+\phi},$$

which is 1 for $E_{\rm kin}=\phi=4$ eV. A photoelectron always has $E>\phi$, where the electron gas above has already left the inverse-square law: $\lambda E^2/K=1.56$ at $E=4$ eV, and its slope against $E_{\rm kin}$ at $E=8$ eV is 0.69. In an insulator, $E$ measured from the conduction-band minimum is $E_{\rm kin}$ plus the electron affinity, and the law for $\lambda(E)$ is itself different. A slope read from a plot against kinetic energy thus does not give the exponent in $E$ until the energy zero is known. For quantification with slow electrons, $\lambda$ should be measured or calculated for the material at hand; its gap and DOS alone do not suffice, since matrix elements, velocities and momentum conservation also enter. The numerical output lists the values for all four model solids.

## Calculated quantities

```
electron gas: r_s = 2.0 bohr
Fermi momentum kF = 0.9596 1/bohr
Fermi energy EF = 12.528 eV
plasmon energy at q=0 = 16.664 eV
static integral I = 0.5789 bohr^3
K = limit of IMFP*E^2 = 97.90 nm eV^2
at E/EF = 0.002: IMFP*E^2/K = 1.0031
exponent between E/EF = 0.001 and 0.002: 1.9977
electron gas: E (eV), IMFP (nm), K/E^2 (nm), exponent
  0.5  416.436  391.595  1.940
  1.0  110.494  97.899  1.883
  2.0  30.945  24.475  1.780
  4.0  9.522  6.119  1.608
  8.0  3.375  1.530  1.387
collision sampling: E (eV), IMFP (nm), std. error (%)
  4.0  9.558  0.55
  8.0  3.371  0.29
model gap = 6.0 eV; d/background DOS r = 1.0
filled d band: -10.0 to -2.0 eV
open d band: -5.0 to 3.0 eV
model IMFP (nm) at E = 2, 4, 7, 8 eV
  flat metal: 24.475  6.119  1.998  1.530
  gap: inf  inf  97.899  24.475
  filled d: 24.475  4.895  1.323  0.979
  open d: 3.059  0.816  0.392  0.345
rate relative to flat metal at E = 2, 4, 7, 8 eV
  flat metal: 1.0000  1.0000  1.0000  1.0000
  gap: 0.0000  0.0000  0.0204  0.0625
  filled d: 1.0000  1.2500  1.5102  1.5625
  open d: 8.0000  7.5000  5.1020  4.4375
local exponent at E = 8 eV
  flat metal: 2.000
  gap: 8.002
  filled d: 2.240
  open d: 0.904
rate growth from 2 to 4 eV above the gap threshold
  flat bands: 4.000; parabolic: 11.310
momentum-conserving threshold: m_v/m_c, energy (eV)
  1.0  9.000
  3.0  7.500
work function 4.0 eV, kinetic energy 4.0 eV:
  flat-metal exponent against kinetic energy 1.000
```
